# Lateral pinch-off voltage of balanced silicon superjunction columns: test program

```python
# Lateral pinch-off of balanced silicon superjunction columns.
# Result under test: total junction potential at full depletion
#     V_total = q N W^2 / (4 eps),   applied bias = V_total - V_bi,
# N = doping of both column types, W = width of ONE column,
# eps = permittivity, V_bi = built-in potential, VT = kT/q.
# Independent roads: nonlinear Poisson-Boltzmann solution with mobile
# carriers, and a two-dimensional Poisson solution of finite columns.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import splu

q, kB, hbar = const.e, const.k, const.hbar
eps_r = 11.7
eps = eps_r * const.epsilon_0
T = 300.0
VT = kB * T / q
ni = 1.0e16            # m^-3, rough value for silicon at 300 K
N = 3.0e21             # m^-3
W = 5.0e-6             # m
L = 40.0e-6            # m, rough drift length of a 600 V class device
V_vertical = 600.0     # V


def total_pinch(doping, width):
    return q * doping * width**2 / (4 * eps)


def built_in(doping, intrinsic, thermal):
    return 2 * thermal * np.log(doping / intrinsic)


def carriers(bias, doping=N, width=W, cells=1000):
    """Poisson-Boltzmann solution from junction to n-column mid-plane.
    Antisymmetry of the balanced cell fixes the junction potential.
    Returns mid-plane to mid-plane drop (V), remaining electron fraction."""
    h = width / 2 / cells
    c = eps * VT / (q * doping) / h**2
    v_neutral = bias / (2 * VT) + np.log(doping / ni)
    v = np.full(cells + 1, v_neutral)
    v[0] = 0.0
    for _ in range(3000):
        n = np.exp(v[1:] - v_neutral)
        p = np.exp(-v[1:] - v_neutral)
        res = 1 - n + p
        res[:-1] += c * (v[:-2] - 2 * v[1:-1] + v[2:])
        res[-1] += 2 * c * (v[-2] - v[-1])
        band = np.zeros((3, cells))
        band[0, 1:] = c
        band[1] = -2 * c - n - p
        band[2, :-1] = c
        band[2, -2] = 2 * c
        step = solve_banded((1, 1), band, -res)
        v[1:] += step
        if np.max(np.abs(step)) < 1e-5:
            break
    else:
        raise RuntimeError("Poisson-Boltzmann iteration did not converge")
    fraction = trapezoid(np.exp(v - v_neutral), dx=1.0 / cells)
    return 2 * VT * v[-1], fraction


V_total = total_pinch(N, W)
V_bi = built_in(N, ni, VT)
V_applied = V_total - V_bi
E_peak = q * N * W / (2 * eps)
debye = np.sqrt(eps * VT / (q * N))

# Equilibrium drop, and charge removed while the column centre is neutral
assert abs(carriers(0.0)[0] - V_bi) < 1e-5
for bias in (0.0, 5.0, 15.0, 20.0):
    d_eff = np.sqrt(eps * (bias + V_bi - 2 * VT) / (q * N))
    assert abs((1 - carriers(bias)[1]) - d_eff / (W / 2)) < 3e-4

# Beyond pinch-off the drop saturates at the derived total potential
drop_30, left_30 = carriers(30.0)
drop_31, left_31 = carriers(31.0)
assert abs(drop_30 - V_total) < 1e-4 and abs(drop_31 - V_total) < 1e-4
assert abs(np.log(left_30 / left_31) - 1.0 / (2 * VT)) < 1e-2
# A different design, and one junction depleting the whole column width
other = total_pinch(8e21, 3e-6)
assert abs(carriers(other + 1, 8e21, 3e-6)[0] - other) < 1e-4
V_single = q * N * W**2 / eps
assert abs(carriers(V_single + 1, N, 2 * W)[0] - V_single) < 1e-3

left_at_pinch = carriers(V_applied)[1]
V_tail = brentq(lambda b: np.log(carriers(b)[1] / 1e-3),
                V_applied - 1, V_applied + 1, xtol=1e-5)

# Finite columns, fully depleted, with flat electrodes at both ends
nx, ny = 50, 400
hx, hy = W / nx, L / ny
upper, lower = np.ones(nx), np.ones(nx)
upper[0] = lower[-1] = 2.0     # zero lateral field at the mid-planes
Dx = diags([lower, -2 * np.ones(nx + 1), upper], [-1, 0, 1]) / hx**2
Dy = diags([np.ones(ny - 2), -2 * np.ones(ny - 1), np.ones(ny - 2)],
           [-1, 0, 1]) / hy**2
lu = splu((kron(identity(ny - 1), Dx)
           + kron(Dy, identity(nx + 1))).tocsc())


def finite_columns(donors, acceptors):
    charge = np.where(np.arange(nx + 1) < nx // 2, -acceptors, donors)
    charge[nx // 2] = (donors - acceptors) / 2
    rhs = np.tile(-q * charge / eps, (ny - 1, 1))
    rhs[-1] -= V_vertical / hy**2
    psi = np.zeros((ny + 1, nx + 1))
    psi[-1] = V_vertical
    psi[1:-1] = lu.solve(rhs.ravel()).reshape(ny - 1, nx + 1)
    return psi


psi = finite_columns(N, N)
lateral = psi[:, -1] - psi[:, 0]
drop_2d = lateral[ny // 2]
assert abs(drop_2d - V_total) < 1e-3
i1, i2 = 50, 75
decay = (i2 - i1) * hy / np.log((V_total - lateral[i1])
                                / (V_total - lateral[i2]))
assert abs(decay / (W / np.pi) - 1) < 5e-3

excess = 0.05
psi = finite_columns((1 + excess) * N, N)
mean_psi = trapezoid(psi, dx=1.0 / nx, axis=1)
mean_field = -np.diff(mean_psi) / hy
tilt_2d = (mean_field[-1] - mean_field[0]) * L / (L - hy)
tilt = q * excess * N * L / (2 * eps)
assert abs(tilt_2d / tilt - 1) < 1e-4


# Sizes of neglected effects (rough silicon parameters)
def alpha_n(field):
    """Electron ionisation rate in 1/m, exponential law, field in V/m."""
    return 7.03e7 * np.exp(-1.231e8 / field) if field > 0 else 0.0


ionisation = 2 * quad(lambda x: alpha_n(E_peak * (1 - 2 * x / W)),
                      0, W / 2)[0]
assert ionisation < 0.1
E_vert = V_vertical / L
E_sum = np.hypot(E_vert, E_peak)
rate_ratio = alpha_n(E_sum) / alpha_n(E_vert)

gap, mass = 1.12 * q, 0.2 * const.m_e
wkb = 4 * np.sqrt(2 * mass) * gap**1.5 / (3 * q * hbar * E_peak)
reach = gap / (q * E_peak)
wkb_quad = 2 * quad(lambda s: reach * np.sqrt(2 * mass * gap
                    * max(1 - s, 0.0)) / hbar, 0, 1)[0]
assert abs(wkb_quad / wkb - 1) < 1e-6

Nc = 2.8e25
occupied = 2 * N / Nc * np.exp(0.045 / VT)
neutral_donors = occupied / (1 + occupied)
T_hot = 400.0
ni_hot = ni * (T_hot / T)**1.5 * np.exp(
    -1.206 * q / (2 * kB) * (1 / T_hot - 1 / T))
V_bi_hot = built_in(N, ni_hot, kB * T_hot / q)

print(f"column width W = {W*1e6:.1f} um, doping N = {N*1e-6:.1e} cm^-3")
print(f"relative permittivity = {eps_r}, temperature = {T:.0f} K")
print(f"permittivity = {eps*1e-2:.4e} F/cm")
print(f"intrinsic density = {ni*1e-6:.1e} cm^-3, kT/q = {VT:.5f} V")
print(f"dopant dose N*W = {N*W*1e-4:.2e} cm^-2")
print(f"depletion depth per junction side = {W/2*1e6:.2f} um")
print(f"peak lateral field = {E_peak*1e-8:.4f} MV/cm")
print(f"total pinch-off potential = {V_total:.2f} V")
print(f"built-in potential = {V_bi:.3f} V")
print(f"applied pinch-off bias = {V_applied:.2f} V")
print(f"wrong: drop in one column only = {V_total/2:.2f} V")
print(f"wrong: one junction depletes full width = {V_single:.1f} V")
print(f"Poisson-Boltzmann drop at 30 V bias = {drop_30:.3f} V")
print(f"Poisson-Boltzmann drop at 31 V bias = {drop_31:.3f} V")
print(f"Debye length = {debye*1e9:.1f} nm")
for bias in (0.0, 5.0, 15.0, 20.0):
    simple = 1 - np.sqrt(eps * (bias + V_bi) / (q * N)) / (W / 2)
    print(f"carriers left at {bias:.0f} V bias: solver "
          f"{100*carriers(bias)[1]:.2f} %, depletion formula "
          f"{100*simple:.2f} %")
print(f"carriers left at applied pinch-off = {100*left_at_pinch:.2f} %")
print(f"bias leaving 0.1 % of carriers = {V_tail:.2f} V")
print(f"that bias minus pinch-off bias = {V_tail-V_applied:.3f} V")
print(f"second design (3 um, 8e15 cm^-3) total = {other:.2f} V")
print(f"drift length = {L*1e6:.0f} um, vertical = {V_vertical:.0f} V")
print(f"2D lateral drop at mid-height = {drop_2d:.3f} V")
print(f"end decay length: 2D {decay*1e6:.3f} um, "
      f"W/pi {W/np.pi*1e6:.3f} um")
print(f"lateral ionisation integral (bound) = {ionisation:.1e}")
print(f"mean vertical field = {E_vert*1e-8:.3f} MV/cm")
print(f"combined peak field = {E_sum*1e-8:.3f} MV/cm")
print(f"local ionisation rate, combined/vertical = {rate_ratio:.1f}")
print(f"WKB tunnelling exponent = {wkb:.0f}")
print(f"neutral donors before depletion = {100*neutral_donors:.2f} %")
print(f"electron density / band density of states = {N/Nc:.1e}")
print(f"built-in potential at {T_hot:.0f} K = {V_bi_hot:.3f} V")
print(f"applied pinch-off at {T_hot:.0f} K = {V_total-V_bi_hot:.2f} V")
print(f"total potential for 5 % wider columns = "
      f"{total_pinch(N, 1.05*W):.2f} V")
print(f"vertical field tilt, 5 % donor excess: formula "
      f"{tilt*1e-8:.4f}, 2D {tilt_2d*1e-8:.4f} MV/cm")
print("ALL CHECKS PASSED")
```

Running it gives:

```
column width W = 5.0 um, doping N = 3.0e+15 cm^-3
relative permittivity = 11.7, temperature = 300 K
permittivity = 1.0359e-12 F/cm
intrinsic density = 1.0e+10 cm^-3, kT/q = 0.02585 V
dopant dose N*W = 1.50e+12 cm^-2
depletion depth per junction side = 2.50 um
peak lateral field = 0.1160 MV/cm
total pinch-off potential = 29.00 V
built-in potential = 0.652 V
applied pinch-off bias = 28.35 V
wrong: drop in one column only = 14.50 V
wrong: one junction depletes full width = 116.0 V
Poisson-Boltzmann drop at 30 V bias = 28.999 V
Poisson-Boltzmann drop at 31 V bias = 28.999 V
Debye length = 74.6 nm
carriers left at 0 V bias: solver 85.61 %, depletion formula 85.00 %
carriers left at 5 V bias: solver 56.05 %, depletion formula 55.85 %
carriers left at 15 V bias: solver 26.65 %, depletion formula 26.53 %
carriers left at 20 V bias: solver 15.72 %, depletion formula 15.61 %
carriers left at applied pinch-off = 0.25 %
bias leaving 0.1 % of carriers = 28.48 V
that bias minus pinch-off bias = 0.131 V
second design (3 um, 8e15 cm^-3) total = 27.84 V
drift length = 40 um, vertical = 600 V
2D lateral drop at mid-height = 28.998 V
end decay length: 2D 1.592 um, W/pi 1.592 um
lateral ionisation integral (bound) = 6.9e-04
mean vertical field = 0.150 MV/cm
combined peak field = 0.190 MV/cm
local ionisation rate, combined/vertical = 5.6
WKB tunnelling exponent = 312
neutral donors before depletion = 0.12 %
electron density / band density of states = 1.1e-04
built-in potential at 400 K = 0.438 V
applied pinch-off at 400 K = 28.56 V
total potential for 5 % wider columns = 31.97 V
vertical field tilt, 5 % donor excess: formula 0.0464, 2D 0.0464 MV/cm
ALL CHECKS PASSED
```
